# Film modulus and expansion from stress slopes on two substrates: a program that tests the result

```python
"""
Result under test: a film with the same properties on two thick substrates,
with stress slopes -1.4 and -1.0 MPa/K on substrates expanding at 3 and
7 ppm/K, has biaxial modulus M = E/(1-nu) = 100 GPa and expansion 17 ppm/K.

Symbols (SI units inside the program):
  s_A, s_B      film stress change per kelvin on substrates A and B
  a_A, a_B, a_f thermal expansion of substrate A, substrate B and film
  M, M_sub      biaxial modulus of film and of substrate
  h_f, h_s      thickness of film and of substrate
Tension is positive; curvature is positive when a tensile film on top
lifts the edges of the wafer.
"""
import numpy as np

MPA, GPA, PPM, UM = 1e6, 1e9, 1e-6, 1e-6


def infer(s_A, s_B, a_A, a_B):
    """Film modulus and expansion from two stress slopes."""
    modulus = (s_B - s_A) / (a_B - a_A)
    expansion = (a_A * s_B - a_B * s_A) / (s_B - s_A)
    return modulus, expansion


def hooke_slope(young, nu, a_film, a_sub):
    """Stress per kelvin from the 3D stiffness matrix, free top surface."""
    lam = young * nu / ((1 + nu) * (1 - 2 * nu))
    mu = young / (2 * (1 + nu))
    C = lam * np.ones((3, 3)) + 2 * mu * np.eye(3)
    in_plane = np.full(2, a_sub - a_film)
    normal = -(C[2, :2] @ in_plane) / C[2, 2]
    return (C @ np.append(in_plane, normal))[0]


def plate_curvature(M_film, a_film, h_f, M_sub, a_sub, h_s):
    """Curvature per kelvin by minimising the energy of the whole bilayer."""
    x, w = np.polynomial.legendre.leggauss(4)
    z_s, w_s = 0.5 * x, 0.5 * w                  # heights in units of h_s
    t = h_f / h_s
    z_f, w_f = 0.5 + 0.5 * t * (x + 1), 0.5 * t * w
    z = np.concatenate([z_s, z_f])
    weight = np.sqrt(np.concatenate([M_sub * w_s, M_film * w_f]) / M_sub)
    free = np.concatenate([np.full(4, a_sub), np.full(4, a_film)]) / PPM
    design = np.column_stack([np.ones(8), -z]) * weight[:, None]
    solution = np.linalg.lstsq(design, free * weight, rcond=None)[0]
    return solution[1] * PPM / h_s


# ---- data and the main result
s_A, s_B = -1.4 * MPA, -1.0 * MPA
a_A, a_B = 3 * PPM, 7 * PPM
M, a_f = infer(s_A, s_B, a_A, a_B)
assert abs(M / (100 * GPA) - 1) < 1e-12
assert abs(a_f / (17 * PPM) - 1) < 1e-12

# ---- forward test: 3D elasticity must return both slopes for any nu
nu_values = (0.20, 0.35)
young_values = [M * (1 - nu) for nu in nu_values]
for young, nu in zip(young_values, nu_values):
    assert abs(hooke_slope(young, nu, a_f, a_A) / s_A - 1) < 1e-10
    assert abs(hooke_slope(young, nu, a_f, a_B) / s_B - 1) < 1e-10
a_C = 5 * PPM
s_C = hooke_slope(young_values[1], nu_values[1], a_f, a_C)
assert abs(s_C - (s_A + M * (a_C - a_A))) < 1e-8 * abs(s_C)

# ---- wafer curvature and the correction for finite film thickness
h_f, h_s, radius, rise = 1 * UM, 600 * UM, 0.050, 60.0
M_subs = (180 * GPA, 120 * GPA)
stoney_curv, apparent, thickness_change = [], [], []
for slope, a_sub, M_sub in zip((s_A, s_B), (a_A, a_B), M_subs):
    stoney_curv.append(6 * slope * h_f / (M_sub * h_s**2))
    curvature = plate_curvature(M, a_f, h_f, M_sub, a_sub, h_s)
    apparent.append(curvature * M_sub * h_s**2 / (6 * h_f))
    change = apparent[-1] / slope - 1
    predicted = h_f / h_s * (1 - 4 * M / M_sub)
    assert abs(change - predicted) < 2e-5        # second order in h_f/h_s
    thickness_change.append(change)
bow_change = [k * rise * radius**2 / 2 for k in stoney_curv]

# ---- leverage of independent slope errors, against random sampling
r = 0.01
D = s_B - s_A
spread_M = r * np.hypot(s_A, s_B) / abs(D)
spread_a = np.sqrt(2) * r * abs(s_A * s_B) * (a_B - a_A) / D**2
rng = np.random.default_rng(7)
noise = 1 + r * rng.standard_normal((2, 200000))
M_mc, a_mc = infer(s_A * noise[0], s_B * noise[1], a_A, a_B)
assert abs(np.std(M_mc) / M / spread_M - 1) < 0.02   # sampling + curvature
assert abs(np.std(a_mc) / spread_a - 1) < 0.02
M_common, a_common = infer(s_A * (1 + r), s_B * (1 + r), a_A, a_B)
assert abs(M_common / M - 1 - r) < 1e-10
assert abs(a_common / a_f - 1) < 1e-10

# ---- softening of the film with temperature, from fitted stress curves
b, start = 4e-4, 100 * MPA
theta = np.linspace(0, rise, 121)


def fitted_slope(a_sub, start_stress):
    strain = start_stress / M + (a_sub - a_f) * theta
    return np.polyfit(theta, M * (1 - b * theta) * strain, 1)[0]


for a_sub in (a_A, a_B):
    law = M * (a_sub - a_f) * (1 - b * rise) - b * start
    assert abs(fitted_slope(a_sub, start) / law - 1) < 1e-8
soft = infer(fitted_slope(a_A, start), fitted_slope(a_B, start), a_A, a_B)
assert abs(soft[0] / (M * (1 - b * rise)) - 1) < 1e-7
assert abs(soft[1] - a_f - b * start / (M * (1 - b * rise))) < 1e-6 * a_f
# both films free of stress at one common temperature above the start
free_rise = -start / s_A
start_B = -s_B * free_rise
soft_free = infer(fitted_slope(a_A, start), fitted_slope(a_B, start_B),
                  a_A, a_B)
assert abs(soft_free[1] / a_f - 1) < 1e-7

# ---- inference repeated with each neglected effect present
shift, drift, stiffer = 0.1 * PPM, 1 * MPA, 0.05
cases = {
    "finite film thickness": infer(*apparent, a_A, a_B),
    "a_A entered 0.1 ppm/K high": infer(s_A, s_B, a_A + shift, a_B),
    "a_B entered 0.1 ppm/K high": infer(s_A, s_B, a_A, a_B + shift),
    "softening, equal start stress": soft,
    "softening, common free temp.": soft_free,
    "1 MPa relaxation on A only": infer(s_A - drift / rise, s_B, a_A, a_B),
    "1 MPa relaxation on A and B": infer(s_A - drift / rise,
                                         s_B - drift / rise, a_A, a_B),
    "film on B 5% stiffer": infer(s_A, s_B * (1 + stiffer), a_A, a_B),
}
worst_M = max(cases, key=lambda name: abs(cases[name][0] - M))
worst_a = max(cases, key=lambda name: abs(cases[name][1] - a_f))
assert worst_M == worst_a == "film on B 5% stiffer"
assert abs(cases["1 MPa relaxation on A and B"][0] / M - 1) < 1e-10

# ---- elastic range and size of deflection
yield_stress = 150 * MPA
end_stress = [start + s * rise for s in (s_A, s_B)]
assert max([start] + [abs(s) for s in end_stress]) < yield_stress
yield_rise = (start + yield_stress) / abs(s_A)
start_bow = [3 * start * h_f * radius**2 / (m * h_s**2) for m in M_subs]
large_deflection = (max(start_bow) / h_s)**2
assert large_deflection < 0.01

# ---- printed numbers
print(f"stress slopes A, B: {s_A/MPA:.1f}, {s_B/MPA:.1f} MPa/K")
print(f"substrate expansions A, B: {a_A/PPM:.0f}, {a_B/PPM:.0f} ppm/K")
print(f"slope difference B-A: {D/MPA:.1f} MPa/K")
print(f"film biaxial modulus M: {M/GPA:.1f} GPa")
print(f"film expansion a_f: {a_f/PPM:.1f} ppm/K")
for young, nu in zip(young_values, nu_values):
    print(f"same slopes with nu = {nu:.2f}: E = {young/GPA:.1f} GPa")
print(f"predicted slope at {a_C/PPM:.0f} ppm/K: {s_C/MPA:.2f} MPa/K")
print(f"film, wafer thickness: {h_f/UM:.0f}, {h_s/UM:.0f} um")
print(f"wafer radius: {radius*1e3:.0f} mm; heating: {rise:.0f} K")
print(f"start stress: {start/MPA:.0f} MPa")
for i, name in enumerate("AB"):
    print(f"wafer {name}: biaxial modulus {M_subs[i]/GPA:.0f} GPa")
    print(f"  curvature slope {stoney_curv[i]:.3e} 1/(m K)")
    print(f"  bow change on heating {bow_change[i]/UM:.2f} um")
    print(f"  start bow from film stress {start_bow[i]/UM:.2f} um")
    print(f"  stress after heating {end_stress[i]/MPA:.0f} MPa")
    print(f"  thickness effect on slope {100*thickness_change[i]:.3f} %")
print(f"independent slope error assumed: {100*r:.0f} %")
print(f"  resulting spread of M: {100*spread_M:.2f} %")
print(f"  same from random sampling: {100*np.std(M_mc)/M:.2f} %")
print(f"  resulting spread of a_f: {spread_a/PPM:.3f} ppm/K")
print(f"  same from random sampling: {np.std(a_mc)/PPM:.3f} ppm/K")
print(f"common 1 % scale error: M = {M_common/GPA:.1f} GPa, "
      f"a_f = {a_common/PPM:.1f} ppm/K")
print(f"softening coefficient b: {b:.1e} 1/K")
print(f"common stress-free point: {free_rise:.1f} K above start")
print(f"  start stress on B in that case: {start_B/MPA:.1f} MPa")
print("inferred M (GPa) and a_f (ppm/K) with one effect present:")
for name, (m_case, a_case) in cases.items():
    print(f"  {name}: {m_case/GPA:.2f}, {a_case/PPM:.2f}")
print(f"yield stress assumed: {yield_stress/MPA:.0f} MPa")
print(f"heating to compressive yield on A: {yield_rise:.0f} K")
print(f"(largest bow / thickness)^2: {large_deflection:.1e}")
print("done: every assertion held")
```

It prints:

```
stress slopes A, B: -1.4, -1.0 MPa/K
substrate expansions A, B: 3, 7 ppm/K
slope difference B-A: 0.4 MPa/K
film biaxial modulus M: 100.0 GPa
film expansion a_f: 17.0 ppm/K
same slopes with nu = 0.20: E = 80.0 GPa
same slopes with nu = 0.35: E = 65.0 GPa
predicted slope at 5 ppm/K: -1.20 MPa/K
film, wafer thickness: 1, 600 um
wafer radius: 50 mm; heating: 60 K
start stress: 100 MPa
wafer A: biaxial modulus 180 GPa
  curvature slope -1.296e-04 1/(m K)
  bow change on heating -9.72 um
  start bow from film stress 11.57 um
  stress after heating 16 MPa
  thickness effect on slope -0.204 %
wafer B: biaxial modulus 120 GPa
  curvature slope -1.389e-04 1/(m K)
  bow change on heating -10.42 um
  start bow from film stress 17.36 um
  stress after heating 40 MPa
  thickness effect on slope -0.388 %
independent slope error assumed: 1 %
  resulting spread of M: 4.30 %
  same from random sampling: 4.30 %
  resulting spread of a_f: 0.495 ppm/K
  same from random sampling: 0.498 ppm/K
common 1 % scale error: M = 101.0 GPa, a_f = 17.0 ppm/K
softening coefficient b: 4.0e-04 1/K
common stress-free point: 71.4 K above start
  start stress on B in that case: 71.4 MPa
inferred M (GPa) and a_f (ppm/K) with one effect present:
  finite film thickness: 100.26, 16.94
  a_A entered 0.1 ppm/K high: 102.56, 16.75
  a_B entered 0.1 ppm/K high: 97.56, 17.35
  softening, equal start stress: 97.60, 17.41
  softening, common free temp.: 100.46, 17.00
  1 MPa relaxation on A only: 104.17, 16.60
  1 MPa relaxation on A and B: 100.00, 17.17
  film on B 5% stiffer: 87.50, 19.00
yield stress assumed: 150 MPa
heating to compressive yield on A: 179 K
(largest bow / thickness)^2: 8.4e-04
done: every assertion held
```
